# Does Fluorination Lower k through Polarizability? CF4 Compared with CH4: a numerical check

```python
# Result under test: CF4 has a larger electronic polarizability than CH4, but a
# smaller electronic polarizability per molecular volume. For non-polar molecules
#     (k - 1)/(k + 2) = 4 pi alpha/(3 v),
# alpha = polarizability volume, v = volume per molecule in the material.
# The static alpha also contains the nuclear part Z^T K^-1 Z, where K holds the
# force constants and Z the dipole derivatives for symmetry coordinates q.
# Molecular calculations use atomic units; printed polarizabilities are in A^3.
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, lib

lib.num_threads(1)
BOHR = physical_constants["Bohr radius"][0] * 1e10
NUCLEAR_BASIS = "6-31g**"
ELECTRONIC_BASIS = "aug-cc-pvdz"
FIELD = 0.005
STEP = 0.02
PACKING = 0.65
CORNERS = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]], float)
BEND = np.column_stack([CORNERS[:, 1], CORNERS[:, 0], np.zeros(4)]) / np.sqrt(8)


def build(ligand, bond, basis, q=(0.0, 0.0)):
    """Tetrahedral molecule; q = (carbon shift along z, bending coordinate)."""
    ligands = CORNERS * bond / np.sqrt(3) + q[1] * BEND
    atoms = [["C", (0.0, 0.0, float(q[0]))]]
    atoms += [[ligand, tuple(map(float, xyz))] for xyz in ligands]
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    if basis == ELECTRONIC_BASIS:
        mf = mf.density_fit()
    mf.conv_tol = 1e-11
    return mf


def converge(mf, field=0.0, guess=None):
    """Hartree-Fock density, energy and z dipole in a uniform field along z."""
    mol = mf.mol
    z = mol.intor("int1e_r")[2]
    core = scf.hf.get_hcore(mol) + field * z
    mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    density = mf.make_rdm1()
    nuclear_dipole = mol.atom_charges() @ mol.atom_coords()[:, 2]
    dipole = nuclear_dipole - np.sum(density * z)
    return density, mf.e_tot - field * nuclear_dipole, dipole


def mp2_correlation(mf, factors, frozen):
    nocc = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, frozen:nocc], mf.mo_coeff[:, nocc:]
    eo, ev = mf.mo_energy[frozen:nocc], mf.mo_energy[nocc:]
    half = np.matmul(factors, vir)
    b = np.ascontiguousarray(np.matmul(occ.T, half).transpose(1, 0, 2))
    total = 0.0
    for i in range(len(eo)):
        for j in range(i + 1):
            pair = b[i].T @ b[j]
            gap = eo[i] + eo[j] - ev[:, None] - ev[None, :]
            weight = 1.0 if i == j else 2.0
            total += weight * np.sum(pair * (2 * pair - pair.T) / gap)
    return total


def linear_response_polarizability(mf, factors):
    """Coupled Hartree-Fock response by a direct linear solve, without a field."""
    nocc = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    bov = np.matmul(occ.T, np.matmul(factors, vir))
    boo = np.matmul(occ.T, np.matmul(factors, occ))
    bvv = np.matmul(vir.T, np.matmul(factors, vir))
    coulomb = np.tensordot(bov, bov, axes=(0, 0))
    matrix = 4 * coulomb - coulomb.transpose(0, 3, 2, 1)
    matrix -= np.tensordot(boo, bvv, axes=(0, 0)).transpose(0, 2, 1, 3)
    size = nocc * vir.shape[1]
    matrix = matrix.reshape(size, size)
    gaps = mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]
    matrix[np.diag_indices(size)] += gaps.ravel()
    z = (occ.T @ mf.mol.intor("int1e_r")[2] @ vir).ravel()
    return 4 * z @ np.linalg.solve(matrix, z)


def electron_density(mol, density, points):
    ao = mol.eval_gto("GTOval_sph", np.ascontiguousarray(points))
    return np.einsum("pi,pi->p", ao @ density, ao)


def contour_volumes(mol, density):
    """Volumes inside contours 0.001 and 0.002, and a polar check of the first.
    Twofold rotations about x, y and z reduce the sampled space to one quarter."""
    n, half = 50, 6.0
    h = 2 * half / n
    full = -half + h * (np.arange(n) + 0.5)
    positive = full[n // 2:]
    points = np.array(np.meshgrid(positive, positive, full)).reshape(3, -1).T
    rho = electron_density(mol, density, points)
    cartesian = [4 * np.count_nonzero(rho > c) * h**3 for c in (0.001, 0.002)]
    cosine, weight = np.polynomial.legendre.leggauss(20)
    phi = np.pi / 2 * (np.arange(12) + 0.5) / 12
    dr = 0.065
    radius = dr * (np.arange(100) + 0.5)
    c, p, r = np.meshgrid(cosine, phi, radius, indexing="ij")
    s = np.sqrt(1 - c**2)
    points = np.stack([r*s*np.cos(p), r*s*np.sin(p), r*c], axis=-1).reshape(-1, 3)
    inside = (electron_density(mol, density, points) > 0.001).reshape(r.shape)
    polar = np.sum(weight[:, None, None] * inside * r**2) * dr * 2*np.pi/12
    return cartesian[0], cartesian[1], polar


def nuclear_study(ligand, trial_bond):
    """Bond length and nuclear polarizability from Hartree-Fock energies."""
    h = 0.03
    dm, energies = None, []
    for bond in (trial_bond - h, trial_bond, trial_bond + h):
        dm, energy, _ = converge(build(ligand, bond, NUCLEAR_BASIS), guess=dm)
        energies.append(energy)
    em, ec, ep = energies
    offset = h * (em - ep) / (2 * (em - 2*ec + ep))
    assert abs(offset) < h
    bond = trial_bond + offset
    mf = build(ligand, bond, NUCLEAR_BASIS)
    dm, e0, mu0 = converge(mf, guess=dm)
    assert abs(mu0) < 1e-4
    dm_field, _, mu_field = converge(mf, field=FIELD, guess=dm)
    electronic = mu_field / FIELD

    results = []
    for q in ((STEP, 0.0), (0.0, STEP), (STEP, STEP)):
        moved = build(ligand, bond, NUCLEAR_BASIS, q)
        _, energy, mu = converge(moved, guess=dm)
        results.append((energy - e0, mu))
    (e1, mu1), (e2, mu2), (e12, mu12) = results
    k12 = (e12 - e1 - e2) / STEP**2
    K = np.array([[2*e1/STEP**2, k12], [k12, 2*e2/STEP**2]])
    Z = np.array([mu1, mu2]) / STEP
    assert np.all(np.linalg.eigvalsh(K) > 0)
    assert abs(mu12 - mu1 - mu2) < 0.01 * max(abs(mu1), abs(mu2))

    # The analytic gradient at the joint displacement tests K and the bond length.
    g = moved.nuc_grad_method().kernel()
    slopes = np.array([g[0, 2], np.sum(g[1:] * BEND)])
    predicted = K @ np.array([STEP, STEP])
    assert np.max(abs(slopes - predicted)) < 0.02 * np.max(abs(K)) * STEP
    assert abs(np.sum(g[1:] * CORNERS) / np.sqrt(3)) < 0.005

    shift_per_field = np.linalg.solve(K, Z)
    vibrational = Z @ shift_per_field
    # Energy and dipole at the predicted displacement test the nuclear response.
    relaxed = build(ligand, bond, NUCLEAR_BASIS, FIELD * shift_per_field)
    _, er, mur = converge(relaxed, field=FIELD, guess=dm_field)
    from_energy = -2 * (er - e0) / FIELD**2
    total = electronic + vibrational
    assert abs(from_energy / total - 1) < 0.01
    assert abs(mur / FIELD / total - 1) < 0.01
    return bond, K, Z, vibrational, total, from_energy


def study(ligand, trial_bond, frozen, check_response):
    bond, K, Z, vibrational, total, relaxed = nuclear_study(ligand, trial_bond)
    mf = build(ligand, bond, ELECTRONIC_BASIS)
    dm, e0, _ = converge(mf)
    factors = lib.unpack_tril(np.vstack([b.copy() for b in mf.with_df.loop()]))
    corr0 = mp2_correlation(mf, factors, frozen)
    response = None
    if check_response:
        response = linear_response_polarizability(mf, factors)
    volume, tight_volume, polar = contour_volumes(mf.mol, dm)
    assert abs(polar / volume - 1) < 0.02
    _, ef, muf = converge(mf, field=FIELD, guess=dm)
    corrf = mp2_correlation(mf, factors, frozen)
    hf = muf / FIELD
    hf_energy = -2 * (ef - e0) / FIELD**2
    assert abs(hf_energy / hf - 1) < 0.005
    if check_response:
        assert abs(response / hf - 1) < 0.005
        response *= BOHR**3
    mp2 = -2 * (ef + corrf - e0 - corr0) / FIELD**2
    a3 = BOHR**3
    return dict(bond=bond*BOHR, K=K, Z=Z, vib=vibrational*a3, total=total*a3,
                relaxed=relaxed*a3, hf=hf*a3, hf_energy=hf_energy*a3,
                response=response, el=mp2*a3, volume=volume*a3,
                tight=tight_volume*a3, polar=polar*a3)


def dielectric_constant(alpha, volume_per_molecule):
    x = 4 * np.pi * alpha / (3 * volume_per_molecule)
    assert 0 < x < 1
    return (1 + 2*x) / (1 - x)


def slab_local_field_sum():
    """Simple cubic lattice, in-plane dipoles; the continuum tail is added."""
    cutoff = 200
    line = np.arange(-cutoff, cutoff + 1)
    x, y = np.meshgrid(line, line)
    keep = x**2 + y**2 <= cutoff**2
    x, y = x[keep].astype(float), y[keep].astype(float)
    total = 0.0
    for plane in range(-4, 5):
        r2 = x**2 + y**2 + plane**2
        good = r2 > 0
        total += np.sum((3*x[good]**2 - r2[good]) / r2[good]**2.5)
        total += np.pi * cutoff**2 / (cutoff**2 + plane**2)**1.5
    return total


lattice_sum = slab_local_field_sum()
assert abs(lattice_sum - 4*np.pi/3) < 1e-3
data = {"CH4": study("H", 2.05, 1, True), "CF4": study("F", 2.46, 5, False)}

for d in data.values():
    d["static"] = d["el"] + d["vib"]
    d["v"] = d["volume"] / PACKING
    d["k_opt"] = dielectric_constant(d["el"], d["v"])
    d["k_static"] = dielectric_constant(d["static"], d["v"])
    # Solve the local-field balance with the explicitly summed lattice field.
    polarization = np.linalg.solve([[1, -d["static"]/d["v"]],
                                    [-lattice_sum, 1]], [0, 1])[0]
    assert abs(1 + 4*np.pi*polarization - d["k_static"]) < 1e-3

h, f = data["CH4"], data["CF4"]
assert f["el"] > h["el"]
assert f["el"] / f["volume"] < h["el"] / h["volume"]
assert f["el"] / f["tight"] < h["el"] / h["tight"]
assert f["k_opt"] < h["k_opt"]
assert f["vib"] / f["el"] > h["vib"] / h["el"]
same_volume_k = dielectric_constant(f["el"], h["v"])
assert same_volume_k > h["k_opt"]

print(f"Applied field: {FIELD:.3f} a.u.; displacement: {STEP:.2f} bohr")
print(f"Chosen packing fraction: {PACKING:.2f}")
print(f"Lattice field coefficient: sum {lattice_sum:.5f}, 4pi/3 {4*np.pi/3:.5f}")
print(f"CH4 electronic alpha, HF linear response: {h['response']:.3f} A^3")
for name, d in data.items():
    K, Z = d["K"], d["Z"]
    print(f"{name} bond length, HF/6-31G(d,p): {d['bond']:.4f} A")
    print(f"{name} electronic alpha, HF/aug-cc-pVDZ: dipole {d['hf']:.3f}, "
          f"energy {d['hf_energy']:.3f} A^3")
    print(f"{name} electronic alpha, MP2/aug-cc-pVDZ: {d['el']:.3f} A^3")
    print(f"{name} dipole slopes Z (C shift, bend): {Z[0]:.3f}, {Z[1]:.3f} e")
    print(f"{name} K (CC, CB, BB): {K[0,0]:.4f}, {K[0,1]:.4f}, "
          f"{K[1,1]:.4f} hartree/bohr^2")
    print(f"{name} nuclear alpha, HF/6-31G(d,p): {d['vib']:.3f} A^3")
    print(f"{name} total alpha test, HF/6-31G(d,p): formula {d['total']:.3f}, "
          f"relaxed energy {d['relaxed']:.3f} A^3")
    print(f"{name} static alpha, MP2 electronic + HF nuclear: {d['static']:.3f} A^3")
    print(f"{name} volume, contour 0.001: Cartesian {d['volume']:.2f}, "
          f"polar {d['polar']:.2f} A^3")
    print(f"{name} volume, contour 0.002: {d['tight']:.2f} A^3")
    print(f"{name} volume per molecule in material: {d['v']:.2f} A^3")
    print(f"{name} electronic alpha / molecular volume: {d['el']/d['volume']:.5f}")
    print(f"{name} static alpha / molecular volume: {d['static']/d['volume']:.5f}")
    print(f"{name} dielectric constant: optical {d['k_opt']:.3f}, "
          f"static {d['k_static']:.3f}")
print(f"CF4/CH4 electronic alpha ratio: HF {f['hf']/h['hf']:.3f}, "
      f"MP2 {f['el']/h['el']:.3f}")
print(f"CF4/CH4 static alpha ratio: {f['static']/h['static']:.3f}")
print(f"CF4/CH4 volume ratio: contour 0.001 {f['volume']/h['volume']:.3f}, "
      f"0.002 {f['tight']/h['tight']:.3f}")
density_ratio = (f["static"]/f["volume"]) / (h["static"]/h["volume"])
tight_ratio = (f["static"]/f["tight"]) / (h["static"]/h["tight"])
hf_ratio = ((f["hf"]+f["vib"])/f["volume"]) / ((h["hf"]+h["vib"])/h["volume"])
print(f"CF4/CH4 static alpha-density ratio, contour 0.001: {density_ratio:.3f}")
print(f"CF4/CH4 static alpha-density ratio, contour 0.002: {tight_ratio:.3f}")
print(f"CF4/CH4 static alpha-density ratio, all HF, 0.001: {hf_ratio:.3f}")
print(f"Optical k of CF4 if given the CH4 volume: {same_volume_k:.3f}")
print(f"Optical k change, CF4 minus CH4: {f['k_opt']-h['k_opt']:+.3f}")
print(f"Static k change, CF4 minus CH4: {f['k_static']-h['k_static']:+.3f}")
print(f"CF4/CH4 packing ratio for equal static k: {1/density_ratio:.3f}")
print("every check passed")
```

Running it gives:

```
Applied field: 0.005 a.u.; displacement: 0.02 bohr
Chosen packing fraction: 0.65
Lattice field coefficient: sum 4.18877, 4pi/3 4.18879
CH4 electronic alpha, HF linear response: 2.346 A^3
CH4 bond length, HF/6-31G(d,p): 1.0838 A
CH4 electronic alpha, HF/aug-cc-pVDZ: dipole 2.347, energy 2.347 A^3
CH4 electronic alpha, MP2/aug-cc-pVDZ: 2.425 A^3
CH4 dipole slopes Z (C shift, bend): 0.072, -0.223 e
CH4 K (CC, CB, BB): 0.6131, -0.2752, 0.2889 hartree/bohr^2
CH4 nuclear alpha, HF/6-31G(d,p): 0.034 A^3
CH4 total alpha test, HF/6-31G(d,p): formula 1.887, relaxed energy 1.887 A^3
CH4 static alpha, MP2 electronic + HF nuclear: 2.459 A^3
CH4 volume, contour 0.001: Cartesian 41.46, polar 41.55 A^3
CH4 volume, contour 0.002: 32.23 A^3
CH4 volume per molecule in material: 63.79 A^3
CH4 electronic alpha / molecular volume: 0.05848
CH4 static alpha / molecular volume: 0.05930
CH4 dielectric constant: optical 1.568, static 1.578
CF4 bond length, HF/6-31G(d,p): 1.3023 A
CF4 electronic alpha, HF/aug-cc-pVDZ: dipole 2.380, energy 2.380 A^3
CF4 electronic alpha, MP2/aug-cc-pVDZ: 2.666 A^3
CF4 dipole slopes Z (C shift, bend): 2.202, -0.521 e
CF4 K (CC, CB, BB): 0.7843, -0.2677, 0.4531 hartree/bohr^2
CF4 nuclear alpha, HF/6-31G(d,p): 0.938 A^3
CF4 total alpha test, HF/6-31G(d,p): formula 2.721, relaxed energy 2.721 A^3
CF4 static alpha, MP2 electronic + HF nuclear: 3.604 A^3
CF4 volume, contour 0.001: Cartesian 59.22, polar 58.97 A^3
CF4 volume, contour 0.002: 49.77 A^3
CF4 volume per molecule in material: 91.10 A^3
CF4 electronic alpha / molecular volume: 0.04502
CF4 static alpha / molecular volume: 0.06085
CF4 dielectric constant: optical 1.419, static 1.596
CF4/CH4 electronic alpha ratio: HF 1.014, MP2 1.099
CF4/CH4 static alpha ratio: 1.466
CF4/CH4 volume ratio: contour 0.001 1.428, 0.002 1.544
CF4/CH4 static alpha-density ratio, contour 0.001: 1.026
CF4/CH4 static alpha-density ratio, contour 0.002: 0.949
CF4/CH4 static alpha-density ratio, all HF, 0.001: 0.976
Optical k of CF4 if given the CH4 volume: 1.637
Optical k change, CF4 minus CH4: -0.149
Static k change, CF4 minus CH4: +0.018
CF4/CH4 packing ratio for equal static k: 0.974
every check passed
```
